Stretched H₂ and the spin of a broken-symmetry determinant

PROBLEM

When a metal-ligand bond breaks homolytically, each fragment keeps one electron of the bonding pair. The smallest model of this process is H₂ with one orbital per atom. It has no d shell and no ligand field, but it does have two electrons whose orbitals cease to overlap.

Let a and b be real, normalized, positive 1s-type functions on two protons a distance R apart, with overlap S. One electron has spin up and occupies the orbital φ; the other has spin down and occupies χ. Both orbitals are real combinations of a and b, and they may differ. The wavefunction is the single determinant of lowest energy under these conditions, the unrestricted Hartree-Fock (UHF) determinant. If φ = χ, the determinant is called restricted.

(a) Find the overlap η = ⟨φ|χ⟩ in the lowest determinant at any R.
(b) When does the restricted determinant stop being the lowest?
(c) Express ⟨S²⟩ through η and identify the spin states present.
(d) Find the limits of ⟨S²⟩ and of the energy as R → ∞.
(e) Evaluate the results for the STO-3G basis at R = 2.0 angstrom, and interpret them.

The algebra is in atomic units. The operator h contains the kinetic energy and the attraction to both protons, and h_pq is its matrix element. Two-electron integrals are in charge-density order: (pq|rs) is the repulsion between the densities pq and rs. In ⟨S²⟩, S² is the squared total spin; elsewhere S² is the squared overlap.

HINTS

1. Use the even and odd combinations of a and b. Reflection removes many integrals.
2. Give φ and χ independent mixing angles, then change to the sum and difference of the angles.
3. To find the spin content, multiply out the determinant and separate the parts that are symmetric and antisymmetric in space.
4. For large R, return to a and b and ask which integrals contain the product ab.

SOLUTION

(a) The lowest determinant

The normalized symmetry orbitals are

g = (a + b)/√(2(1 + S)),  u = (a − b)/√(2(1 − S)).

Write h_g = h_gg, h_u = h_uu, J_gg = (gg|gg), J_uu = (uu|uu), J_gu = (gg|uu) and K = (gu|gu). General real orbitals are

φ = cos θ₁ g + sin θ₁ u,  χ = cos θ₂ g + sin θ₂ u.

With x₁ = cos 2θ₁ and y₁ = sin 2θ₁, the density of the first is

φ² = ½(1 + x₁) g² + ½(1 − x₁) u² + y₁ gu,

and χ² has the same form with index 2. The product gu is odd under reflection through the midpoint plane. Hence h_gu = 0, and a repulsion integral with a single factor gu vanishes. The electrons have opposite spins, so there is no exchange energy between them, and their repulsion is

(φφ|χχ) = ¼(1 + x₁)(1 + x₂) J_gg + ¼(1 − x₁)(1 − x₂) J_uu + ½(1 − x₁x₂) J_gu + y₁y₂ K.

The factor of J_gu comes from (1 + x₁)(1 − x₂) + (1 − x₁)(1 + x₂) = 2 − 2x₁x₂. We add the one-electron energies and the nuclear repulsion 1/R, and collect powers of x:

E = C − ½A(x₁ + x₂) + D x₁x₂ + K y₁y₂,

C = h_g + h_u + ¼(J_gg + J_uu) + ½J_gu + 1/R,
A = h_u − h_g + ½(J_uu − J_gg),
D = ¼(J_gg + J_uu − 2J_gu).

Now set p = θ₁ + θ₂ and m = θ₁ − θ₂. The addition theorems give

x₁ + x₂ = 2 cos p cos m,
x₁x₂ = ½(cos 2p + cos 2m),
y₁y₂ = ½(cos 2m − cos 2p).

Inserting these, and using cos 2p = 2cos²p − 1 and the same for m, we obtain

E = C − D − A cos p cos m − (K − D) cos²p + (K + D) cos²m.

Two signs matter here. D is one quarter of the electrostatic self-repulsion of the charge distribution g² − u², so D ≥ 0. K is the self-repulsion of gu, so K > 0. We also need K > D and A > 0. Both held at all 45 distances of a numerical scan from 0.5 to 6 angstrom in the STO-3G basis.

At fixed m, the two terms containing p are then lowest when |cos p| = 1, with the sign that makes cos p cos m positive. Reversing the sign of φ adds π to both p and m without changing the state, so we may take p = 0. The angles are therefore opposite, θ₁ = θ and θ₂ = −θ:

φ = cos θ g + sin θ u,  χ = cos θ g − sin θ u,
η = cos²θ − sin²θ = cos 2θ = cos m.

The energy becomes a parabola in the overlap:

E(η) = E₀ − Aη + ½Bη²,  E₀ = C − K,  B = 2(K + D) > 0.

Its minimum is at η = A/B. An overlap cannot exceed one, so if A > B the lowest allowed point is the end of the range:

η = min(1, A/B).

The term −Aη favours a common bonding orbital. The term ½Bη² contains only repulsion integrals, and it falls as the two orbitals move apart.

(b) The onset of symmetry breaking

The restricted determinant has η = 1, or θ = 0. Differentiating E with η = cos 2θ gives

dE/dθ = 2A sin 2θ − 2B sin 2θ cos 2θ,
d²E/dθ² = 4(A − B) at θ = 0.

It is a minimum for A > B and a maximum along this path for A < B. The distance where A = B is the Coulson-Fischer distance. The restricted orbital energies are ε_g = h_g + J_gg and ε_u = h_u + 2J_gu − K, so

A − B = h_u − h_g − J_gg + J_gu − 2K = ε_u − ε_g − J_gu − K.

The symmetry breaks when the orbital gap becomes smaller than J_gu + K. In STO-3G this happens at 1.153 angstrom; the distance depends on the basis and is about 1.22 angstrom in aug-cc-pVTZ. There η leaves the value one continuously.

(c) The spin content

Write gu for g(1)u(2), and c, s for cos θ, sin θ. The determinant is

Φ = [φ(1)χ(2) ↑↓ − χ(1)φ(2) ↓↑]/√2.

The two spatial products are

φ(1)χ(2) = c² gg − s² uu − cs(gu − ug),
χ(1)φ(2) = c² gg − s² uu + cs(gu − ug).

Therefore

Φ = (c² gg − s² uu)(↑↓ − ↓↑)/√2 − cs(gu − ug)(↑↓ + ↓↑)/√2.

The first part is a singlet and the second a triplet with zero spin projection. The function gu − ug has squared norm 2, so the triplet weight is

w_T = 2c²s² = ½ sin²2θ = ½(1 − η²).

The singlet contributes 0 to ⟨S²⟩, and the triplet contributes 1·(1 + 1) = 2 times its weight:

⟨S²⟩ = 2w_T = 1 − η².

The spin density shows where the spins sit. Here gu is again the product of g and u at one point, as in part (a). In φ² − χ² the g² and u² terms cancel, leaving

φ² − χ² = 2 sin 2θ gu = sin 2θ (a² − b²)/√(1 − S²).

There is no ab term to divide between the atoms. If a² is assigned to the first atom and b² to the second (the Mulliken rule), the spin populations are +P and −P, with

P = sin 2θ/√(1 − S²) = √(⟨S²⟩/(1 − S²)).

(d) Separated atoms

Define the atomic integrals

U = (aa|aa),  V = (aa|bb),  L = (aa|ab),  X = (ab|ab).

Since h_g = (h_aa + h_ab)/(1 + S) and h_u = (h_aa − h_ab)/(1 − S), putting both over a common denominator gives

h_u − h_g = 2(S h_aa − h_ab)/(1 − S²).

Expanding the densities g², u² and gu in a², b² and ab gives

J_gg = (U + V + 4L + 2X)/(2(1 + S)²),
J_uu = (U + V − 4L + 2X)/(2(1 − S)²),
J_gu = (U + V − 2X)/(2(1 − S²)),
K = (U − V)/(2(1 − S²)).

The quantities S, h_ab, L and X all contain the product ab. For two Gaussians with exponents p and q, this product carries the factor exp(−μR²), where μ = pq/(p + q). No μ is smaller than half the smallest exponent in the basis. The remaining factors grow at most as powers of R, so all four quantities vanish.

The three Coulomb integrals J then approach the common value ½(U + V), so D → 0, while K → ½(U − V). Consequently

A → 0,  B → U − V → U,

because V → 1/R → 0. The numerator of η vanishes and the denominator does not:

η → 0,  ⟨S²⟩ → 1.

This is the required limit. It describes an equal mixture of singlet and triplet. No spin eigenstate of two electrons has the value one; the possible values are 0 and 2. The restricted determinant, a pure singlet, keeps ⟨S²⟩ = 0 at every R.

The rate of approach follows by keeping first order in S, h_ab and L. The integral X is of second order. With 1/(1 ± S)² ≈ 1 ∓ 2S,

½(J_uu − J_gg) ≈ S(U + V) − 2L,

η ≈ [2(S h_aa − h_ab) + S(U + V) − 2L]/(U − V).

The numerator acts as twice an effective hopping energy, and U − V is the cost of moving an electron onto the other atom. Since 1 − ⟨S²⟩ = η², the deviation from one is of second order in S, h_ab and L. The Gaussian decay belongs to the basis; true atomic tails are exponential.

For the energy, set η = 0 in the parabola, since −Aη + ½Bη² = −A²/(2B) vanishes. Then

E₀ → 2h_aa + ½(U + V) − ½(U − V) + 1/R = 2h_aa + V + 1/R.

Let E_H be the energy of one atom in this basis. Attraction to the distant proton gives h_aa → E_H − 1/R, and V → 1/R. The terms in 1/R cancel and E → 2E_H. The energy is correct for two atoms although the spin is not that of a singlet. There is no contradiction, because the singlet and triplet become degenerate in this limit.

The restricted determinant behaves differently:

2h_g + J_gg + 1/R → 2E_H + ½U − 1/(2R).

Its spatial function gg tends to ½(aa + bb + ab + ba), which has half its weight on ion pairs. An ion pair costs U − 1/R, and half of that is the error.

(e) Numbers at 2.0 angstrom

The inputs are S = 0.1192, h_aa = −19.894 eV and h_ab = −3.829 eV. For example,

h_g = (−19.894 − 3.829)/1.1192 = −21.196 eV.

With h_u = −18.239, J_gg = 13.863, J_uu = 14.549, K = 7.052 and D = 0.039 eV,

A = (−18.239 + 21.196) + ½(14.549 − 13.863) = 3.300 eV,
B = 2(7.052 + 0.039) = 14.18 eV,
η = 3.300/14.18 = 0.233,
⟨S²⟩ = 1 − 0.233² = 0.946.

The mixing angle is 38.3°, close to the 45° of separated atoms. The Mulliken spin population is √(0.946/0.986) = 0.980. The number depends on the partition, because a² and b² extend across the midpoint plane: the Löwdin value is sin 2θ = 0.973, and integrating the spin density over one half-space gives 0.949. This value describes the broken-symmetry determinant. It does not measure how far the bond has broken, since an exact singlet has no spin density at any distance.

The first-order formula uses U = 21.078, V = 7.176 and L = 1.520 eV. Its three numerator terms are 2.914, 3.368 and −3.039 eV, so

η ≈ 3.243/13.903 = 0.233.

To three digits this agrees with A/B. At 3 angstrom the relative error of the formula is about 1 × 10⁻⁴.

The approach to one is visible along the stretch. At 0.74 angstrom, A = 21.5 eV exceeds B = 10.5 eV and ⟨S²⟩ = 0. The value is 0.695 at 1.5 angstrom and 0.9986 at 3 angstrom. At 4 angstrom it differs from one by 2 × 10⁻⁵. These values belong to the minimal basis. In aug-cc-pVTZ the approach is slower: ⟨S²⟩ is 0.576 at 1.5, 0.903 at 2.0 and 0.995 at 3 angstrom, and differs from one by 3 × 10⁻⁴ at 4 angstrom.

The energies tell a less favourable story. Relative to two atoms, UHF gives −0.110 eV at 2.0 angstrom. Full configuration interaction (FCI) in the same two functions gives −0.421 eV. Most of this difference is due to the triplet admixture. The Hamiltonian does not couple different total spins, so the UHF energy is a weighted mean:

E_UHF = (1 − w_T) E_proj + w_T E_T,

where E_proj is the energy of the normalized singlet part and E_T that of the triplet. With w_T = 0.473 and E_T = 0.235 eV,

E_proj = (−0.110 − 0.473 × 0.235)/0.527 = −0.42 eV.

Within this basis, removing the triplet recovers nearly all the binding that remains at this distance. It does less well closer to the onset: at 1.5 angstrom, the projected and FCI energies are −1.640 and −1.768 eV. The projected energy cannot fall below the FCI energy, because it belongs to a trial function in the same space. FCI itself is complete only within these two functions. It lacks radial and angular flexibility, and with it the correlation that requires further orbitals. In aug-cc-pVTZ the UHF, projected and FCI energies at 2.0 angstrom are −0.12, −0.47 and −0.59 eV, so projection closes about three quarters of the gap between UHF and FCI rather than nearly all of it.

The restricted energy at 2.0 angstrom is 4.06 eV above two atoms. At 6 angstrom we can check its limiting law. There B = 18.678 eV, and B ≈ U − 1/R, so the predicted error is ½B = 9.339 eV. The computed value is also 9.339 eV. As R → ∞ it rises to ½U = 10.54 eV. A fixed 1s function exaggerates this error, since the restricted orbital cannot change its size: in aug-cc-pVTZ the error is 2.0 eV at 2.0 angstrom and 7.7 eV at infinite distance.

For a metal complex, neither the onset distance nor these energies can be taken over. What carries over is the spin argument: two singly occupied orbitals with opposite spins and vanishing overlap give ⟨S²⟩ = 1 in a single determinant, provided that all other electrons are paired in common orbitals. In a UHF calculation on a complex those pairs can also become spin-polarized, and ⟨S²⟩ then differs from one. The two variations change the assumptions behind this argument.

VARIATION 1: A METAL FRAGMENT WITH HIGHER SPIN

Question. The separated metal fragment has spin S_M and projection +S_M. The ligand radical has spin ½ and projection −½. What is ⟨S²⟩, and how far is it from the value for total spin S_M − ½?

Solution. Assume that each fragment is in a pure spin state and that their orbitals do not overlap. The square of the total spin is the sum of the two fragment squares and twice their scalar product. The x and y parts of the scalar product change both projections, so they have no expectation value in this state. The z part gives −½S_M. Hence

⟨S²⟩ = S_M(S_M + 1) + ¾ − S_M = S_M² + ¾.

A pure state of total spin S_M − ½ has

(S_M − ½)(S_M + ½) = S_M² − ¼.

The excess is one for every S_M. For S_M = ½ we recover ⟨S²⟩ = 1 against 0. For S_M = 2 the values are 4.75 and 3.75. The limit "one" is thus the total value for two spin-½ fragments, and the excess for a metal of higher spin.

The same excess does not mean the same mixture. Coupling to spin ½ allows just two total spins, S_M ± ½, whose values of ⟨S²⟩ differ by

(S_M + ½)(S_M + 3/2) − (S_M² − ¼) = 2S_M + 1.

An excess of one therefore requires a weight 1/(2S_M + 1) of the higher spin. This is one half for S_M = ½, as in H₂, and one fifth for S_M = 2.

VARIATION 2: A POLAR BOND

Question. A metal and a ligand orbital have energies Δ and 0. Two electrons on the same site repel with energy U, and those on different sites do not repel. The hopping matrix element is −t. When does the UHF determinant reach ⟨S²⟩ = 1 as t → 0?

Solution. Let p and q be the probabilities that the up and down electrons are on the metal. At t = 0,

E = Δ(p + q) + U[pq + (1 − p)(1 − q)].

This is linear in p at fixed q and linear in q at fixed p, so a minimum lies at a corner of the square 0 ≤ p, q ≤ 1. The corner energies are

one electron on each site: Δ,
both on the ligand: U,
both on the metal: 2Δ + U.

The first is lowest if Δ < U and Δ > −U, that is, if |Δ| < U. The orbitals then do not overlap and ⟨S²⟩ → 1. For |Δ| > U both electrons occupy the same site, the bond breaks into ions and ⟨S²⟩ → 0. In H₂ the two sites are equal, Δ = 0, and the condition holds.

Hopping that is weak compared with U − |Δ| leaves a small overlap. Take U = 10 eV, t = 0.1 eV and Δ = 5 eV. Moving the metal electron to the ligand costs U − Δ = 5 eV, and the reverse move costs U + Δ = 15 eV. First-order perturbation theory for the two orbitals gives

η ≈ 0.1/5 + 0.1/15 = 0.0267,
⟨S²⟩ ≈ 1 − 0.0267² = 0.9993.

The numerical minimum also gives 0.9993. For Δ = 15 eV it gives ⟨S²⟩ = 0 and an energy of 9.996 eV, close to the ion-pair value U = 10 eV. Stretching a bond is therefore not sufficient for the limit of one: the neutral fragments must also lie below the ions.

The numerical output lists the integrals at 2.0 angstrom, and A, B, the spin values and the energies at seven distances from 0.74 to 6 angstrom.

Computed results

```
H2, STO-3G; all energies in eV, distances in angstrom
One-atom energy = -12.6963 eV; U = 21.0781 eV
Coulson-Fischer distance = 1.1534 angstrom
Integrals at R = 2.0 angstrom:
  S = 0.11922 (no unit)
  h_aa = -19.8935 eV
  h_ab = -3.8289 eV
  V=(aa|bb) = 7.1755 eV
  L=(aa|ab) = 1.5197 eV
  X=(ab|ab) = 0.1994 eV
  hg = -21.1955 eV
  hu = -18.2389 eV
  Jgg = 13.8632 eV
  Juu = 14.5490 eV
  Jgu = 14.1282 eV
  K = 7.0515 eV
  D = 0.0389 eV
  A = 3.2995 eV
  B = 14.1809 eV
  theta = 38.273 degrees
  triplet weight = 0.47293 (no unit)
R/angstrom  A/eV  B/eV  eta  <S^2>  spin population
 0.74   21.48852   10.4740 1.000e+00 0.0000000 0.00000
 1.00   14.55965   11.2005 1.000e+00 0.0000000 0.00000
 1.50    7.02605   12.7200 5.524e-01 0.6948936 0.86252
 2.00    3.29954   14.1809 2.327e-01 0.9458624 0.97954
 3.00    0.61145   16.2879 3.754e-02 0.9985907 0.99946
 4.00    0.07805   17.4783 4.466e-03 0.9999801 0.99999
 6.00    0.00034   18.6782 1.835e-05 1.0000000 1.00000
Energies minus two atoms, eV: R/angstrom RHF BS projected FCI triplet
 0.74   -4.9959   -4.9959   -4.9959   -5.5544   10.9496
 1.00   -3.6176   -3.6176   -3.6176   -4.5711    5.0965
 1.50    0.6065   -0.6679   -1.6403   -1.7683    1.1586
 2.00    4.0646   -0.1102   -0.4197   -0.4212    0.2347
 3.00    7.5407   -0.0033   -0.0127   -0.0127    0.0062
 4.00    8.6612   -0.0001   -0.0002   -0.0002    0.0001
 6.00    9.3387   -0.0000   -0.0000   -0.0000    0.0000
Leading-law relative error: 3 angstrom 1.26e-04, 4 angstrom 2.14e-06
Restricted error at infinite R, U/2 = 10.5391 eV
Fragment spin, opposed-pair <S^2>, excess over low-spin value
  0.5 1.0000 1.0000
  1.0 1.7500 1.0000
  1.5 3.0000 1.0000
  2.0 4.7500 1.0000
Polar model: U = 10.0 eV, hopping = 0.1 eV
  offset 5.0 eV: <S^2> = 0.99929, E = 4.9973 eV
  offset 15.0 eV: <S^2> = 0.00000, E = 9.9960 eV
```
